# DKHn energies are not variational bounds to Dirac energies

## A model in which the next order is worse

Take a two-level Hamiltonian with one positive and one negative free-particle level, at $+1$ and $-1$ in units of the free energy $e$. A potential, multiplied by a counting parameter $x$, shifts the levels and couples them:

$$
D(x)=\begin{pmatrix}1+ax & bx\\ bx & -1-ax\end{pmatrix},\qquad b>0,\quad -1<a<1 .
$$

The physical case is $x=1$. A potential common to both levels would add the same first-order shift to every energy below, so it has been left out. Since $D(x)^2=[(1+ax)^2+b^2x^2]\,\mathbf 1$, the upper eigenvalue is

$$
\varepsilon(x)=\sqrt{(1+ax)^2+b^2x^2}.
$$

The Douglas-Kroll-Hess (DKH) method removes the coupling by successive unitary transformations and keeps the upper block through order $n$ in the potential. Here that block is a single number. Once the coupling has been removed through order $K$, what is left of it is of order $x^{K+1}$ and affects the eigenvalue only at order $x^{2K+2}$. The upper entry therefore has the same Taylor coefficients as $\varepsilon(x)$, and the DKHn energy is the Taylor sum $S_n$ at $x=1$.

To find these sums, factor out $1+ax$ and use $\sqrt{1+q}=1+q/2-q^2/8+\dots$ with $q=b^2x^2/(1+ax)^2$:

$$
\varepsilon(x)=1+ax+\frac{b^2x^2}{2(1+ax)}-\frac{b^4x^4}{8(1+ax)^3}+\dots
$$

Expanding the denominators and setting $x=1$ gives

$$
S_2=1+a+\frac{b^2}{2},\qquad S_3=S_2-\frac{ab^2}{2},\qquad S_4=S_3+\frac{b^2}{2}\Big(a^2-\frac{b^2}{4}\Big).
$$

Now put $a=0.20$ and $b=0.45$, so that $b^2/2=0.10125$:

- exact: $\varepsilon=\sqrt{1.44+0.2025}=1.281601$
- $S_1=1.200000$, error $-0.081601$
- $S_2=1.2+0.10125=1.301250$, error $+0.019649$
- $S_3=1.30125-0.02025=1.281000$, error $-0.000601$
- $S_4=1.281+0.10125\,(0.04-0.050625)=1.279924$, error $-0.001676$

Errors are approximate minus exact, in units of $e$. Third order is already below the exact level, and fourth order is farther below. A lower energy is here a worse energy, and so is the energy of higher order.

## When this happens

Both $\varepsilon$ and the sums $S_2,S_3$ are positive for $-1<a<1$, so they can be compared through their squares. With $\varepsilon^2=(1+a)^2+b^2$,

$$
S_2^2-\varepsilon^2=(1+a)b^2+\frac{b^4}{4}-b^2=b^2\Big(a+\frac{b^2}{4}\Big).
$$

DKH2 is above the exact level for $a>-b^2/4$ and below it for $a<-b^2/4$. With $a=-0.20$ and $b=0.45$ its error is $-0.016628$. At $a=-b^2/4$ it agrees exactly, so a finite order can hit an eigenvalue by accident.

For third order, $S_3=(1+a)+b^2(1-a)/2$, and

$$
S_3^2-\varepsilon^2=(1-a^2)b^2+\frac{b^4(1-a)^2}{4}-b^2=b^2\Big[\frac{b^2(1-a)^2}{4}-a^2\Big].
$$

Thus $S_3<\varepsilon$ requires $b(1-a)/2<|a|$, while $S_4<S_3$ requires $|a|<b/2$. For negative $a$ the factor $1-a$ exceeds 1 and the two conditions exclude each other. For positive $a$ they combine to

$$
S_4<S_3<\varepsilon\quad\Longleftrightarrow\quad \frac{b(1-a)}{2}<a<\frac b2 .
$$

For $b=0.45$ and $a=0.20$ this reads $0.18<0.20<0.225$. Solved for $a$, the condition is $b/(2+b)<a<b/2$, which for $b=0.45$ is $0.184<a<0.225$.

The window closes for a weak potential. If $a$ and $b$ are scaled down together, the ratio of the lower limit to the upper one, $2/(2+b)$, tends to 1. The reason is that $\varepsilon-S_3$ is the sum of all terms from fourth order on. When the fourth-order term is more than twice as large as all later terms together, adding it must improve the energy. In the example it is $-0.001076$, but the later terms add up to $+0.001676$ and reverse the sign of the sum.

The series itself need not converge. The square root has branch points where $1+ax=\pm ibx$, at distance $|x|=1/\sqrt{a^2+b^2}$ from the origin. The series at $x=1$ converges if $\sqrt{a^2+b^2}<1$ and diverges if this number exceeds 1. In the example it is $0.49$. For $a=0.8$, $b=1.2$ it is $1.44$: the largest error is $0.485$ among orders 6 to 10 and about $3000$ among orders 36 to 40. That matrix has perfectly good eigenvalues, but no infinite-order DKH limit.

## The general statement

Let $D$ be the Dirac matrix of one electron in a fixed, kinetically balanced basis, with $N$ upper and $N$ lower eigenvalues.

1. Each DKH1 eigenvalue is at or below the corresponding upper eigenvalue of $D$.
2. For $n\ge2$ there is no general bound in either direction, and a higher order may lie farther below.
3. If the DKH series converges, and the upper and lower spectra stay separated while the potential is switched on, the limit has exactly the upper spectrum of $D$. Finite orders carry no such guarantee.

The model proves the second point. Up to the common shift it is such a matrix with $N=1$: the formulas below give $V_+-V_-=(mc^2/e)(V-\tilde V)$ and $O=-(cp/2e)(V-\tilde V)$, so $b/|a|=p/mc$, the sign of $a$ is that of $V-\tilde V$, and the sign of the coupling does not affect the energies. The example values are far from atomic ones. They mean $p=2.25\,mc$, and at that momentum a single Gaussian on a palladium nucleus gives $a=-0.019$ for s, outside the window, and $a=+0.006$, $b=0.013$ for p, where the window $2<p/mc<2+b$ is very narrow. To cover every order, put $r=\sqrt{a^2+b^2}$, $t=-a/r$ and $z=rx$, so that $\varepsilon=\sqrt{1-2tz+z^2}=\sum_k c_k(t)z^k$. Differentiating with respect to $t$ gives $-z/\sqrt{1-2tz+z^2}=-\sum_k P_k(t)z^{k+1}$, with $P_k$ the Legendre polynomials, so $c_k'=-P_{k-1}$. At $t=\pm1$ the root is $1\mp z$, so $c_k(\pm1)=0$ for $k\ge2$. Integration by parts then gives $\int_{-1}^{1}c_k\,dt=\int_{-1}^{1}tP_{k-1}\,dt=0$ for $k\ge3$, and a nonzero polynomial of zero mean takes both signs. For a weak potential $S_n-\varepsilon\approx-c_{n+1}(t)\,r^{n+1}$, so the error of every order $n\ge2$ can have either sign. The other two points need the matrices.

### The parent matrix

Choose orthonormal functions $\chi_i$ that diagonalize $p^2$ in the basis, with eigenvalues $p_i^2$. The upper components are expanded in $\chi_i$, the lower ones in $\boldsymbol\sigma\cdot\mathbf p\,\chi_i/p_i$. Because $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, the lower functions are orthonormal too, and the kinetic coupling $c\,\boldsymbol\sigma\cdot\mathbf p$ has matrix elements $cp_i\delta_{ij}$. Hence

$$
D=\begin{pmatrix}mc^2+V & cp\\ cp & -mc^2+\tilde V\end{pmatrix},\qquad
\tilde V_{ij}=\frac{\langle\chi_i|\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p|\chi_j\rangle}{p_ip_j}.
$$

The spin-free version replaces the operator in $\tilde V$ by $\mathbf p\cdot V\mathbf p$. For a central potential the omitted part is proportional to $\boldsymbol\sigma\cdot\mathbf L$ and vanishes on s functions. Matrices are taken real below.

Without the potential, each $i$ gives a separate $2\times2$ problem with eigenvalues $\pm e_i$, where $e_i=\sqrt{m^2c^4+c^2p_i^2}$. It is diagonalized by

$$
U_0=\begin{pmatrix}A&B\\-B&A\end{pmatrix},\quad A_i=\sqrt{\frac{e_i+mc^2}{2e_i}},\quad B_i=\frac{cp_i}{\sqrt{2e_i(e_i+mc^2)}} .
$$

Indeed $A_i^2+B_i^2=1$, $A_i^2-B_i^2=mc^2/e_i$ and $2A_iB_i=cp_i/e_i$. The new diagonal element is $mc^2(A_i^2-B_i^2)+2A_iB_icp_i=e_i$, and the new coupling is $cp_i(A_i^2-B_i^2)-2A_iB_imc^2=0$. The potential becomes

$$
P=\begin{pmatrix}V_+&O\\O^{T}&V_-\end{pmatrix},\quad
\begin{aligned}V_+&=AVA+B\tilde VB,\\ V_-&=BVB+A\tilde VA,\\ O&=B\tilde VA-AVB.\end{aligned}
$$

Every element of $P$ is linear in the potential. With $H_0=\mathrm{diag}(e,-e)$, the matrix $H_0+P$ has the same spectrum as $D$.

### Why DKH1 is a lower bound

Order the eigenvalues of $D$ as $d_1\le\dots\le d_{2N}$. For any $k$,

$$
d_k=\max_{\dim\mathcal S=2N-k+1}\ \min_{u\in\mathcal S,\ |u|=1}u^{T}Du .
$$

To see this, note that $\mathcal S$ and the span of the lowest $k$ eigenvectors have dimensions adding to $2N+1$. They share a unit vector, whose expectation value is at most $d_k$. The span of eigenvectors $k$ to $2N$ attains $d_k$.

Let $a_1\le\dots\le a_N$ be the eigenvalues of the upper block of any unitary transform of $D$. The same rule in the $N$-dimensional upper space gives $a_i$ as a maximum over subspaces of dimension $N-i+1$. For $d_{N+i}$ the dimension is $2N-(N+i)+1=N-i+1$ as well, but the subspaces may lie anywhere in the full space. A maximum over more candidates cannot be smaller, so

$$
a_i\le d_{N+i}.
$$

DKH1 is $h_1=e+V_+$. This is the complete upper block of $U_0DU_0^{T}$, with nothing dropped, so the inequality applies. The bound is from below, opposite to the usual variational bound: the neglected coupling to the lower levels would push the upper ones up.

### Where the bound is lost

The next transformation uses an antisymmetric matrix $W_1$ with upper-right block $w$ and lower-left block $-w^{T}$:

$$
U_1=1+W_1+\tfrac12W_1^2+a_3W_1^3+\dots
$$

The coefficient $\tfrac12$ follows from unitarity at second order, while $a_3$ is free. To first order the transformed matrix is $H_0+P+[W_1,H_0]$. The upper-right block of the commutator is $-w_{ij}e_j-e_iw_{ij}$, so the coupling cancels if

$$
w_{ij}=\frac{O_{ij}}{e_i+e_j}.
$$

Write $P_{\rm odd}$ for the off-diagonal blocks of $P$ and $P_{\rm even}$ for the diagonal ones. The condition just imposed is $[W_1,H_0]=-P_{\rm odd}$. The second-order block-diagonal part is then

$$
[W_1,P_{\rm odd}]+\tfrac12[W_1,[W_1,H_0]]=\tfrac12[W_1,P_{\rm odd}],
$$

with upper block

$$
E_2=\tfrac12\,(wO^{T}+Ow^{T}).
$$

Its trace is $\sum_{ij}O_{ij}^2/(e_i+e_j)\ge0$, so second order raises the sum of the levels. At third order a block-diagonal term needs an even number of off-diagonal factors. This leaves $\tfrac12[W_1,[W_1,P_{\rm even}]]$, with upper block

$$
E_3=wV_-w^{T}-\tfrac12\,(ww^{T}V_++V_+ww^{T}).
$$

Unlike the trace of $E_2$, the trace of $E_3$ has no fixed sign, as the model shows. In the model, $w=b/2$, $V_+=a$ and $V_-=-a$, which returns $E_2=b^2/2$ and $E_3=-ab^2/2$.

Later steps remove the coupling of order $k$ with $W_k$. By the same even-number rule, $W_k$ must be paired with itself or with a remaining coupling of order at least $k$. It therefore first changes the diagonal blocks at order $2k$. The DKHn matrix is $h_n=e+E_1+\dots+E_n$, with $E_1=V_+$.

For $n\ge2$ this is in general not the complete upper block of the transformed matrix. Terms of order above $n$ inside that block have been discarded, and the inequality does not cover them. If $h_\infty$ exists, then $h_\infty=h_n+R_n$, and nothing fixes the sign of $R_n$. Minimizing $u^{T}h_nu$ over unit vectors gives an upper bound to the lowest eigenvalue of $h_n$. It gives no bound to an eigenvalue of $D$.

### Why a convergent limit has the parent spectrum

Scale the potential again, $D(x)=H_0+xP$, and suppose that $h(x)=e+\sum_k x^kE_k$ converges at $x=1$. It is then analytic for $|x|<1$. After enough steps to make the remaining coupling of order $x^{n+1}$, the characteristic polynomial factorizes up to that order:

$$
\det[\lambda-D(x)]=\det[\lambda-h(x)]\,\det[\lambda-g_n(x)]+\mathcal O(x^{n+1}),
$$

where $g_n$ is the lower block. Divide the left side by $\det[\lambda-h(x)]$ as polynomials in $\lambda$. The divisor has leading coefficient 1, so the coefficients of the remainder are analytic in $x$. The factorization shows that they are $\mathcal O(x^{n+1})$. This holds for every $n$, so all their Taylor coefficients vanish and the division leaves no remainder for $|x|<1$. A power series that converges at $x=1$ is continuous there along the real axis, so the result extends to $x=1$.

The $N$ eigenvalues of $h(1)$ are thus eigenvalues of $D$. At $x=0$ they are the upper ones, $e_i$. They remain the upper ones by continuity, provided the gap between $d_N$ and $d_{N+1}$ does not close for $0\le x\le1$.

### The free coefficients

Unitarity makes $\ln U_1$ an odd function of $W_1$, so changing $a_3$ from its exponential value $1/6$ inserts an extra factor $\exp(\gamma W_1^3)$, with $\gamma=a_3-1/6$, up to fifth-order odd generators. The third step removes the unwanted coupling by replacing $W_3$ with $W_3-\gamma W_1^3$. The two changes would cancel if $W_2$ did not stand between them. What survives is the commutator $\gamma[W_2,W_1^3]$, a block-diagonal generator of fifth order. If $G$ is its upper block, $E_5$ changes by $Ge-eG$, while $E_1$ to $E_4$ do not change.

To fifth order this is a similarity transformation of $h_5$, so its eigenvalues can differ only from sixth order on. DKH5 energies thus depend on the parametrization, but convergent limits share the upper spectrum of $D$, provided the gap stays open as required above.

## Palladium: one electron

The theorem allows irregular behaviour but does not demand it. Take one electron bound to a palladium nucleus, $Z=46$, treated as a point charge, in 18 s, 12 p and 8 d uncontracted Gaussian shells. With the rest energy subtracted, the lowest upper eigenvalue of the parent matrix is $-29648.115$ eV. The errors of the 1s energy relative to it are:

| Order | Error (eV) |
|---|---|
| 1 | $-308.1$ |
| 2 | $+10.54$ |
| 3 | $-0.686$ |
| 4 | $+0.141$ |
| 5 | $-0.0305$ |
| 6 | $+0.0049$ |

The signs alternate and the magnitudes fall. The values belong to this basis: with 38 s, 26 p and 17 d shells (exponent ratio 1.9, much tighter s functions) they become $-311.1$, $+11.26$, $-0.834$, $+0.205$, $-0.0549$ and $+0.0114$ eV. A search over the bound s, p and d states of the spin-free matrices, through order 10, found no case in which an order already below the parent was followed by one farther below; errors and changes smaller than $10^{-6}$ hartree, about $3\times10^{-5}$ eV, were ignored. Palladium therefore shows the failure of the bound, but not the extreme behaviour of the two-level model. At order 20 the 1s error is $-2\times10^{-9}$ eV, at the level of rounding.

The effect of truncation can be isolated. If the exponential of $W_1$ is applied without expanding in the potential, the 1s energy from the upper block is $1.40$ eV below the parent, as the inequality demands. DKH2 uses the same $W_1$ but cuts the series, and lies $10.54$ eV above. In the s block the eigenvalues of $h_{20}-h_2$ run from $-272$ to $+477$ eV, and those of $h_{20}-h_3$ from $-15$ to $+50$ eV. The remainder has both signs, so neither matrix bounds the limit as an operator. Only the signs carry over to other bases: in the larger basis the two ranges widen to about $-6600$ to $+12500$ eV and $-800$ to $+1700$ eV, and the $1.40$ eV becomes $1.67$ eV.

The reference also matters. The analytic Dirac 1s energy for a point nucleus is $-29649.837$ eV, which is $1.722$ eV below the parent value because the basis is finite. DKH3, at $-29648.801$ eV, is below the parent matrix eigenvalue and, in this basis, above the analytic energy. In the larger basis the parent is only $0.003$ eV above the analytic value and DKH3 lies $0.83$ eV below it. The DKH limit removes the decoupling error, not the basis error.

Replacing the exponential by the Cayley form $U=(2+W)/(2-W)$, for which $a_3=1/4$, changes the DKH5 energy by $4.5\times10^{-4}$ eV. At order 20 the change is $10^{-10}$ eV.

## Palladium: the total energy of the atom

For the neutral atom in its $4d^{10}$ configuration, each $h_n$ was used in a restricted Hartree-Fock calculation with the ordinary Coulomb repulsion. The order-20 total energy is $-137204.528$ eV. Relative to it, orders 1 to 4 give $-677.34$, $+23.22$, $-1.515$ and $+0.31$ eV. The pattern of the 1s level reappears. The total is not converged in the basis: in the larger basis it is $-137222.70$ eV, about $18$ eV lower, and the four errors are $-684.04$, $+24.82$, $-1.844$ and $+0.45$ eV.

This reference has a weakness that the one-electron spectrum does not have. If $h$ is a correct decoupled matrix, so is $h'=QhQ^{T}$ for any orthogonal $Q$, with the same eigenvalues. The Hartree-Fock energy, however, contains the repulsion $g$ as well. Using $h'$ with $g$ is equivalent to using $h$ with a repulsion rotated by $Q^{T}$, not with $g$ itself. The total energy therefore depends on $Q$ unless the repulsion is transformed consistently.

The size of the effect follows from two other exact decouplings, which bring the upper eigenvectors of $D$ into the upper block in one step. Write the upper components of these eigenvectors as the columns of a matrix $Y$, let $Q=Y(Y^{T}Y)^{-1/2}$ be its orthogonal factor, and form $Q\,\mathrm{diag}(d_{N+1},\dots,d_{2N})\,Q^{T}$. Done after the free-particle rotation, this gives a total energy $0.003$ eV above order 20. Done in the original frame, it gives $1.597$ eV below. Both matrices have the upper spectrum of $D$ by construction, since $Q$ is orthogonal.

DKH5 lies $0.067$ eV below order 20. Against the first of these references it is too low by $0.070$ eV. Against the second it is too high by $-0.067+1.597=1.530$ eV. Even the sign of a total-energy error can thus depend on which exact one-electron decoupling serves as reference. DKH3 is a marginal case: it is $0.082$ eV above the second reference in this basis, but $0.245$ eV below it in the larger one, where the two references are $+0.003$ and $-1.599$ eV. None of these totals is a four-component Dirac-Coulomb energy: spin-orbit coupling and the transformation of the repulsion are left out. Correlation, and the Breit and radiative terms beyond the Dirac-Coulomb model, are left out as well.

For practical work, the order should be judged by the changes over several successive orders, for the property of interest and in the same basis. A single small change can be an accident: in the model $S_4=S_3$ at $|a|=b/2$, although $S_3^2-\varepsilon^2=a^2b^2[(1-a)^2-1]\neq0$ there. Several shrinking changes do not prove convergence either: in the model with $\sqrt{a^2+b^2}$ slightly above 1, they can shrink over many orders before they grow. A drop in energy is not by itself an improvement. The numerical check below covers the model and the palladium results in the 18 s, 12 p, 8 d basis.

## Calculated quantities

```
Two-level model (energies in units of e): a = 0.20, b = 0.45
  exact upper level: 1.281601
  partial sums, orders 1-6: 1.200000 1.301250 1.281000 1.279924 1.282190 1.281640
  errors, orders 1-6: -0.081601 +0.019649 -0.000601 -0.001676 +0.000589 +0.000040
  window for a: 0.1800 to 0.2250
  convergence measure sqrt(a^2+b^2): 0.4924
  second-order error for a = -0.20: -0.016628
  random models with order 4 farther below than 3: 26 of 1000
Divergent model: a = 0.8, b = 1.2, sqrt(a^2+b^2) = 1.4422
  largest error, orders 6-10: 0.485; orders 36-40: 3.01e+03 (units of e)
Random 3+3 matrix, change of E_k, exponential to Cayley:
  k = 4: 1.7e-18, k = 5: 2.2e-05 (model units)
Palladium: Z = 46; s, p, d Gaussians: 18, 12, 8; exponent ratio 2.7
  smallest exponents s, p, d: 0.06, 0.12, 0.15 bohr^-2
One electron, 1s, parent matrix: -29648.115 eV
  analytic point-nucleus Dirac 1s: -29649.837 eV
  DKH1 minus parent, 1s: -3.081e+02 eV
  DKH2 minus parent, 1s: +1.054e+01 eV
  DKH3 minus parent, 1s: -6.858e-01 eV
  DKH4 minus parent, 1s: +1.411e-01 eV
  DKH5 minus parent, 1s: -3.051e-02 eV
  DKH6 minus parent, 1s: +4.851e-03 eV
  DKH8 minus parent, 1s: +1.544e-04 eV
  DKH10 minus parent, 1s: +5.746e-06 eV
  DKH20 minus parent, 1s: -2.067e-09 eV
  untruncated first step minus parent, 1s: -1.398e+00 eV
  eigenvalues of h_20 - h_2, s block: -2.718e+02 to +4.772e+02 eV
  eigenvalues of h_20 - h_3, s block: -1.470e+01 to +4.982e+01 eV
  1s change, exponential to Cayley: DKH5 4.48e-04 eV, DKH20 1.11e-10 eV
  bound-state cases with order n+1 farther below than n: 0
Neutral Pd, Hartree-Fock total energy, DKH20: -137204.528 eV
  DKH1 minus DKH20, total: -677.3400 eV
  DKH2 minus DKH20, total: +23.2216 eV
  DKH3 minus DKH20, total: -1.5150 eV
  DKH4 minus DKH20, total: +0.3105 eV
  DKH5 minus DKH20, total: -0.0671 eV
  DKH6 minus DKH20, total: +0.0107 eV
  one-step exact decoupling, free-particle frame, minus DKH20: +0.0027 eV
  one-step exact decoupling, original frame, minus DKH20: -1.5969 eV
```
